# The Weisz limit for charged oxygen at a two-sided grain boundary

An oxide grain boundary may offer about $10^{15}$ adsorption sites per square centimetre. With $10^{18}$ donors per cubic centimetre, a relative permittivity of 9 and a barrier of 1 eV, only 0.63 % of them hold a singly charged oxygen ion. What runs short is neither oxygen nor sites, but the voltage needed to keep the charges apart.

## A back-of-envelope estimate

Take a flat boundary between two wide n-type grains. Each oxygen species that becomes singly charged takes one electron, which a donor in one of the grains has supplied. Near the boundary the donors are left as fixed positive charge, in a depletion layer of width $w$ on each side. If the donor density is $N_d$, counting charges per unit area gives

$$N_s = 2N_d w .$$

The factor 2 is there because both grains supply electrons.

The separated charges produce a field. Just beside the boundary it is $qN_dw/\varepsilon$, where $q$ is the elementary charge and $\varepsilon=\varepsilon_r\varepsilon_0$. It falls linearly to zero at the edge of the layer, so its mean is half the peak. The barrier, expressed as a voltage $\phi$, is the mean field times the width:

$$\phi = \frac{qN_d w^2}{2\varepsilon}.$$

For the example, $\varepsilon = 7.97\times10^{-11}$ F/m and $N_d=10^{24}$ m$^{-3}$. With $\phi=1$ V,

$$w^2=\frac{2(7.97\times10^{-11})(1)}{(1.602\times10^{-19})(10^{24})}\ \text{m}^2
\approx 1.0\times10^{-15}\ \text{m}^2 ,$$

so $w\approx 32$ nm. The charge limit is then

$$N_s \approx 2(10^{18}\ \text{cm}^{-3})(3.15\times10^{-6}\ \text{cm})
= 6.3\times10^{12}\ \text{cm}^{-2}.$$

The estimate assumes an abrupt depletion edge, takes the 1 V cap as given and supposes that the grains are wide enough. The derivation below examines each of these assumptions.

## Derivation from Poisson's equation

Let $x$ be the distance from the boundary, and let $u(x)$ be the band bending in volts, positive where the energy of an electron is raised. The electrostatic potential is therefore $-u$, and Poisson's equation reads

$$\varepsilon u'' = q\,[N_d-n(u)]-qN_s\,\delta(x),$$

where $n$ is the electron density. The donors are taken as fully ionised and uniform, the oxygen charge as a smooth thin sheet, and the applied bias as zero. Holes are neglected. In zinc oxide, whose gap is roughly 3.3 eV, a barrier of 1 eV still leaves the valence band far below the Fermi level.

In the depletion approximation $n=0$ for $|x|<w$, and the grain is neutral beyond. For $0<x<w$,

$$u''=\frac{qN_d}{\varepsilon},\qquad u(w)=0,\qquad u'(w)=0 .$$

The second condition says that no field enters the neutral grain. Integrating once from $w$ gives $u'=-qN_d(w-x)/\varepsilon$, and integrating again gives

$$u=\frac{qN_d}{2\varepsilon}(w-x)^2=\phi\left(1-\frac{x}{w}\right)^2,
\qquad \phi=\frac{qN_dw^2}{2\varepsilon}.$$

The other side is the mirror image. Integrating Poisson's equation across the sheet gives

$$\varepsilon\,[u'(0^+)-u'(0^-)]=-qN_s .$$

The two slopes are $\mp qN_dw/\varepsilon$, so the left side is $-2qN_dw$ and $N_s=2N_dw$ follows. Substituting $w=N_s/(2N_d)$ into the barrier,

$$\phi=\frac{qN_d}{2\varepsilon}\,\frac{N_s^2}{4N_d^2}=\frac{qN_s^2}{8\varepsilon N_d}.$$

Solved for the charge at the largest barrier, this is the Weisz limit for a two-sided boundary:

$$\boxed{N_{s,\max}=\sqrt{\frac{8\varepsilon N_d\phi}{q}}}$$

The barrier grows as the square of the charge because added charge both strengthens the field and widens the region it occupies. Conversely, doubling the permitted barrier raises the charge by a factor of only $\sqrt2$.

A free surface has one depletion layer. At the same barrier it holds $N_dw=3.2\times10^{12}$ cm$^{-2}$, half as much. If each ion carried two electrons, the total charge at the same barrier would be unchanged, so the number of ions would also be $3.2\times10^{12}$ cm$^{-2}$. That comparison holds the barrier fixed; a doubly charged state has its own energy level and might not support the same barrier.

## The electron tail

The depletion edge is not abrupt, because some electrons remain where the band bending is small. Their effect on the charge can be found without solving for $u(x)$. For $x>0$, multiply Poisson's equation by $u'$ and use $u'u''=\tfrac12(u'^2)'$. Integrating from deep inside the grain, where $u=u'=0$, to the boundary gives

$$\frac12\,u'(0^+)^2=\frac q\varepsilon\int_0^\phi[N_d-n(u)]\,du .$$

By symmetry, each side takes half the slope jump, so $|u'(0^+)|=qN_s/(2\varepsilon)$. Hence

$$\frac{q^2N_s^2}{8\varepsilon^2}=\frac{qN_d}{\varepsilon}(\phi-\phi_t),
\qquad
N_s=\sqrt{\frac{8\varepsilon N_d(\phi-\phi_t)}{q}},$$

with

$$\phi_t=\int_0^\phi\frac{n(u)}{N_d}\,du .$$

For Boltzmann electrons $n=N_d e^{-qu/kT}$, and

$$\phi_t=\frac{kT}{q}\left(1-e^{-q\phi/kT}\right)\approx\frac{kT}{q}$$

when the barrier is many times $kT/q$. The remaining electrons cancel part of the donor charge, and the effect is that of losing one thermal voltage from the barrier.

At 300 K the thermal voltage is 0.026 V and the limit falls to $6.23\times10^{12}$ cm$^{-2}$. At 600 K, a rough operating temperature for a gas sensor, it falls to $6.14\times10^{12}$ cm$^{-2}$. These are reductions of 1.3 % and 2.6 % relative to the simple limit. A numerical solution of the full nonlinear Poisson equation on both sides of the boundary, with $u(0)$ held at 1 V and the next boundaries 300 nm away, gives the same two values to the digits shown.

The example is also close to degeneracy. With an electron mass of 0.3 free-electron masses, the effective density of states at 300 K is $4.1\times10^{18}$ cm$^{-3}$, only four times the donor density. The conduction band edge in the neutral grain lies 0.034 eV above the Fermi level. A Fermi-Dirac density falls more slowly with band bending than the Boltzmann exponential, so $\phi_t$ increases, but only from 0.026 to 0.027 V. Degeneracy hardly matters to this charge count. These figures assume full ionisation. With these parameters $10^{18}$ cm$^{-3}$ lies below the Mott density of roughly $4\times10^{18}$ cm$^{-3}$, and donors 30 to 50 meV deep would be only about half ionised in the neutral grain at 300 K. The band edge would then lie 0.05 to 0.06 eV above the Fermi level and $\phi_t$ would be 0.030 to 0.034 V, so the reduction of the charge would be 1.5 to 1.7 % instead of 1.3 %.

## Why the barrier has a cap

Nothing in Poisson's equation stops the barrier at 1 V. The cap comes from the energy of the oxygen level. As negative charge collects, the bands at the boundary rise and carry the level with them. Charging becomes unfavourable once the level passes the Fermi level.

Let the level meet the Fermi level at $\phi=\phi_0$. If it lies an energy $D$ below the local conduction band edge, and the band edge in the neutral grain lies $\xi$ above the Fermi level, then $q\phi_0=D-\xi$. For $\phi_0=1$ V at 300 K this requires $D\approx1.03$ eV.

Suppose that $N_t$ oxygen species per unit area are present, each neutral or singly charged, with a site degeneracy of one. Their equilibrium charge follows from the free energy per unit area. The field energy of the two depletion layers is

$$2\int_0^w\frac\varepsilon2\left[\frac{qN_d(w-x)}{\varepsilon}\right]^2dx
=\frac{q^2N_d^2w^3}{3\varepsilon}
=\frac{q^2N_s^3}{24\varepsilon N_d}.$$

At flat bands, moving an electron from the Fermi level to an oxygen species gains $q\phi_0$. Adding the mixing entropy of charged and neutral species,

$$\begin{aligned}
G={}&\frac{q^2N_s^3}{24\varepsilon N_d}-q\phi_0N_s\\
&+kT\left[N_s\ln\frac{N_s}{N_t}+(N_t-N_s)\ln\frac{N_t-N_s}{N_t}\right].
\end{aligned}$$

The small electron-tail correction is left out here. Setting $dG/dN_s=0$ gives

$$\frac{q^2N_s^2}{8\varepsilon N_d}-q\phi_0+kT\ln\frac{N_s}{N_t-N_s}=0 .$$

The first term is $q\phi$, so

$$N_s=\frac{N_t}{1+e^{q(\phi-\phi_0)/kT}},
\qquad
\phi=\phi_0+\frac{kT}{q}\ln\left(\frac{N_t}{N_s}-1\right).$$

Direct numerical minimisation of $G$ agrees with this balance for $10^{14}$ and $10^{15}$ species per cm$^2$ at 300 K, and for $10^{15}$ at 600 K.

There are two regimes. With $N_t=3\times10^{12}$ cm$^{-2}$ at 300 K, practically every species is charged and the barrier is 0.23 V, or 0.25 V once the electron tail is included. Here the supply of oxygen sets the charge. With $N_t=10^{13}$ cm$^{-2}$ the charge is $6.27\times10^{12}$ cm$^{-2}$ and the barrier 0.99 V. A hundredfold increase to $10^{15}$ cm$^{-2}$ raises the charge by only 7 %, to $6.70\times10^{12}$ cm$^{-2}$. Almost all the added oxygen stays neutral.

The cap is therefore soft. At $N_t=10^{15}$ cm$^{-2}$ the barrier reaches 1.13 V at 300 K, and 1.26 V at 600 K if $\phi_0$ is held at 1 V. The charge then exceeds the simple limit by 6 % and 12 %. If the level depth $D$ is fixed instead, the Fermi level in the neutral grain drops on heating, $\phi_0$ falls to about 0.91 V at 600 K, and the excess there is 8 %. Including the electron tail lowers these three excesses to about 5 %, 10 % and 6 %. The entropy of choosing which few species are charged pays for the extra barrier. The boxed formula remains correct for a stated barrier; what shifts is the barrier itself. It also limits charged oxygen alone and sets no bound on the neutral oxygen present.

## Grains that run out of donors

The limit needs neutral material between neighbouring depletion layers. For parallel boundaries a distance $L$ apart, this means $L>2w=63$ nm. In a narrower grain the layers meet and the donors are used up.

Each boundary then receives the electrons from half a grain on either side, so

$$N_s=N_dL .$$

By symmetry the field vanishes at the middle of the grain. Integrating $u''=qN_d/\varepsilon$ from there to the boundary, over a distance $L/2$, gives the bending inside the grain:

$$u(0)-u(L/2)=\frac{qN_d}{2\varepsilon}\left(\frac L2\right)^2=\frac{qN_dL^2}{8\varepsilon}.$$

At $L=2w$ these expressions become $2N_dw$ and $\phi$, so they join the wide-grain result continuously.

For $L=40$ nm the charge is $4.0\times10^{12}$ cm$^{-2}$, which is 63 % of the wide-grain limit. The bending inside the grain is 0.40 V. If the band edge at the boundary is still 1 V above its neutral-grain position, the other 0.60 V is a lift of the whole grain. The numerical Poisson solution gives this same division. At 300 K the lift reduces the electron density at the grain centre by a factor of about $e^{-0.598/0.0259}\approx10^{-10}$. The grain has a lower internal barrier but hardly any electrons to cross it.

Grains enclosed on all sides have fewer donors per boundary area. A cube has six faces, each shared with a neighbour, and hence a boundary area of $3L^2$ per grain. If it is fully depleted, neutrality gives $N_s=N_dL/3$, or about $1.3\times10^{12}$ cm$^{-2}$ for $L=40$ nm. With 1 V held on every face, a cube stays fully depleted up to about 90 nm. Beyond that the depletion layers still overlap along the edges and corners, and the charge averaged over the faces is about two thirds of the wide-grain limit at 150 nm and about three quarters at 200 nm.

## Tunnelling and the peak field

Tunnelling changes how electrons cross the barrier, but it does not alter the charge count at a given $\phi$. Its effect on the current can be estimated from the thermal factor $e^{-E/kT}$ and the semiclassical (WKB) transmission through both halves of the barrier. The energy $E$ is measured from the band edge in the neutral grain, and $m$ is the electron mass in the band. With $s=1-x/w$ and $e_0=E/(q\phi)$, the tunnelling exponent is

$$S=\frac{4w\sqrt{2mq\phi}}{\hbar}\,I,\qquad
I=\int_{\sqrt{e_0}}^1\sqrt{s^2-e_0}\,ds .$$

One factor of 2 comes from squaring the amplitude and the other from the two sides. Inserting $w=\sqrt{2\varepsilon\phi/(qN_d)}$ and defining

$$E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N_d}{m\varepsilon}}$$

turns the prefactor into $4q\phi/E_{00}$. The integral is

$$I=\tfrac12\left[\sqrt{1-e_0}-e_0\,\operatorname{arccosh}(1/\sqrt{e_0})\right],$$

and its derivative is $dI/de_0=-\tfrac12\operatorname{arccosh}(1/\sqrt{e_0})$. The most probable energy minimises $E/kT+S$:

$$\frac1{kT}-\frac2{E_{00}}\operatorname{arccosh}\frac1{\sqrt{e_0}}=0
\quad\Rightarrow\quad
E=\frac{q\phi}{\cosh^2b},\qquad b=\frac{E_{00}}{2kT}.$$

At this energy $\sqrt{1-e_0}=\tanh b$. Since $2/E_{00}=1/(b\,kT)$, the total exponent is

$$\frac{q\phi}{kT}\left[\frac1{\cosh^2b}+\frac{\tanh b}{b}-\frac1{\cosh^2b}\right]
=\frac{q\phi}{kT}\,\frac{\tanh b}{b}.$$

The effective barrier for the current is therefore $q\phi\tanh(b)/b$. At 300 K, $E_{00}=11.3$ meV and $b=0.22$. The most probable crossing energy is 0.95 eV and the effective barrier 0.98 eV. A direct numerical minimisation of the exponent gives the same result. The exponential factor at the most probable energy is 1.8 times its value for crossing over the top. The current itself rises more, by a factor of roughly eight, because electrons cross over a spread of energies wider than $kT$. The charge limit stays where it was.

The peak field is $2\phi/w=0.63$ MV/cm. This is below a breakdown field of roughly a few MV/cm, so breakdown does not set the limit in this example.

## Comparison of the estimate with its corrections

Each row below changes one assumption of the simple limit, $6.3\times10^{12}$ cm$^{-2}$. The percentages are relative to that value.

| Change | Charge |
|---|---:|
| Electron tail, 300 K | −1.3 % |
| Electron tail, 600 K | −2.6 % |
| Soft cap, $10^{15}$ cm$^{-2}$, 300 K | +6 % |
| Soft cap, $10^{15}$ cm$^{-2}$, 600 K | +12 % |
| Permittivity raised by 10 % | +5 % |
| Parallel boundaries 40 nm apart | −37 % |

For wide grains, each of these corrections changes the estimate by about 12 % or less. Grain size is the largest correction in the list, and it replaces the square-root law by a count of the available donors.

The smooth-charge assumption is harder to assess. A cube of side $w$ contains 31 donors on average. If they are placed independently, that number fluctuates by about 18 %. The charged oxygen ions have a mean spacing of 4 nm. These figures show that the barrier of a real boundary should vary from place to place, but they are not a calculation of its spread.

The chosen permittivity and electron mass are roughly those of zinc oxide, and the donor density lies within the wide range found in its polycrystalline films. A barrier of 1 eV is towards the high end for such boundaries. At 0.5 eV, with the other parameters fixed, the limit falls by $\sqrt{0.5}$ to about $4.5\times10^{12}$ cm$^{-2}$. At the donor density and 1 eV barrier of the example, parallel boundaries closer than about 60 nm break the wide-grain assumption and follow the donor count instead. Grains enclosed on all sides fall short at larger sizes: a cube follows the donor count below about 90 nm and still holds only about three quarters of the limit at 200 nm. A higher donor density lowers these widths. Real boundaries can also trap electrons at defects or impurities. In wide grains the boxed formula then gives the total negative charge at a given barrier, and oxygen holds only the part that the other traps do not. The numerical output lists most of the values used here.

## Numbers as computed

```
Barrier cap: 1.00 V; relative permittivity: 9.0
Donor density: 1.00e+18 cm^-3
Electron mass (rough): 0.30 m_e
Permittivity: 7.9688e-11 F/m
Depletion width each side: 31.54 nm
Smallest grain for the limit, 2w: 63.1 nm
Charge limit, two-sided: 6.308e+12 cm^-2
Charge limit, two-sided: 6.308e+16 m^-2
One-sided surface, same barrier: 3.154e+12 cm^-2
Doubly charged ions, same barrier: 3.154e+12 cm^-2
Site density (rough): 1.0e+15 cm^-2
Charged share of sites: 0.63 %
Peak field: 0.634 MV/cm
Thermal voltage at 300 K: 0.0259 V
  Poisson solution: 6.226e+12 cm^-2
  tail formula: 6.226e+12 cm^-2
  change from simple limit: -1.30 %
Thermal voltage at 600 K: 0.0517 V
  Poisson solution: 6.143e+12 cm^-2
  tail formula: 6.143e+12 cm^-2
  change from simple limit: -2.62 %
Band density of states, 300 K: 4.12e+18 cm^-3
Bulk band edge above Fermi level, 300 K: 0.0344 eV
Fermi-Dirac tail loss, 300 K: 0.0270 V
Limit with Fermi-Dirac tail: 6.222e+12 cm^-2
Small grain width: 40 nm
  charge, Poisson solution: 4.000e+12 cm^-2
  charge, N_d L: 4.000e+12 cm^-2
  bending inside grain: 0.402 V
  lift of grain centre: 0.598 V
Soft cap at 300 K (sites, charged in cm^-2; barrier in V):
  3.0e+12, 3.000e+12; 0.226
  1.0e+13, 6.266e+12; 0.987
  1.0e+14, 6.521e+12; 1.069
  1.0e+15, 6.703e+12; 1.129
Soft cap at 600 K, 1.0e+15 cm^-2 sites:
  charged 7.068e+12 cm^-2; barrier 1.256 V
Limit change for permittivity +10 %: 4.9 %
Tunnelling energy E00: 11.30 meV; b at 300 K: 0.219
Most probable crossing energy, 300 K: 0.954 eV
Effective barrier for current, 300 K: 0.984 eV
Mean number of donors in a cube of side w: 31.4
Relative fluctuation of that number: 18 %
Mean spacing of charged oxygen: 4.0 nm
```
